# Variance of the Jammed Molecule Number in Nearest-Neighbour-Excluding Adsorption, part 2

Bulky precursor molecules arrive at random on a row of silicon dimers on Si(100). The row is modelled as an open chain of $n$ sites, all empty at the start, with nothing beyond either end that can block a site. Every site receives molecules at the same average rate. A molecule stays for good if its site and the nearest neighbours in the chain are empty; otherwise it leaves without effect. The process ends at jamming, when no allowed site is left. We seek the mean and variance of $N_n$, the number of molecules at jamming, over many fillings of the same chain. The variance per site of a long chain is to be shown to be $e^{-4}$.

A first molecule on site $k$ leaves two independent open chains, of $k-2$ and $n-k-1$ sites. For the generating function $G_n(z)=\mathrm E(z^{N_n})$, with $G_{-1}=G_0=1$, this gives the exact recursion over the first molecule, for $n\ge1$:

$$n\,G_n=z\sum_{k=1}^{n}G_{k-2}\,G_{n-k-1}. \tag{1}$$

The power series $\sum_{n=-1}^{\infty}G_n(z)\,x^{n+1}$ has, for $z$ near 1, a single pole $x=\rho(z)$ inside any chosen circle $|x|=r$ with $r>1$, and $\rho(1)=1$. Hence

$$G_n(z)=\frac1z\,\rho(z)^{-(n+3)}+R_n(z). \tag{6}$$

The remainder $R_n$ and its derivatives at $z=1$ are at most of order $r^{-n}$. Without $R_n$, (6) is the long-chain form.

With $z=e^t$ and $y=\sqrt z\,\rho$, the position of the pole follows from

$$\frac{y-1}{y+1}\,e^{2y}=\tanh\frac t4,\qquad \rho=y\,e^{-t/2}. \tag{7}$$

At $t=0$, $y=\rho=1$. As a numerical check at $z=1.5$, (7) gives $y=1.026284$ and $\rho=0.837957$, and the ratio $G_{59}/G_{60}$ from the recursion agrees with this $\rho$.

### Mean and variance

The logarithm of $\mathrm E(e^{tN})$ has the expansion $t\,\mathrm E(N)+\frac12t^2\,\mathrm{Var}(N)+\dots$. From the long-chain form,

$$\ln G_n=(n+3)\,\Lambda(t)-t,\qquad \Lambda(t)=-\ln\rho=\frac t2-\ln y. \tag{8}$$

We need $\ln y$ to second order in $t$. Put $y=1+\delta$. The left side of (7) is

$$\frac{\delta}{2+\delta}\,e^{2}e^{2\delta}=\frac{e^2}{2}\,\delta\left(1-\frac\delta2+\dots\right)(1+2\delta+\dots)=\frac{e^2}{2}\left(\delta+\frac32\delta^2+\dots\right).$$

The right side is $t/4+O(t^3)$. Multiply both by $2e^{-2}$ and abbreviate $a=\frac12e^{-2}$:

$$\delta+\frac32\delta^2+O(\delta^3)=a\,t+O(t^3).$$

To first order $\delta=at$. Using this in the quadratic term gives $\delta=at-\frac32a^2t^2+O(t^3)$. Then

$$\ln y=\delta-\frac{\delta^2}{2}+\dots=at-\frac32a^2t^2-\frac12a^2t^2+\dots=at-2a^2t^2+O(t^3),$$

and

$$\Lambda(t)=\left(\frac12-a\right)t+2a^2t^2+O(t^3).$$

The coefficient of $t$ is the mean per site, $\theta=\frac12-a$. The coefficient of $t^2$ is half the variance per site, which is therefore $4a^2=e^{-4}$. With the offsets in (8),

$$\mathrm E(N_n)=(n+3)\,\theta-1,\qquad \theta=\frac{1-e^{-2}}{2}=0.4323,$$

$$\mathrm{Var}(N_n)=(n+3)\,e^{-4},\qquad e^{-4}=0.01832. \tag{9}$$

The term $-t$ in (8) is linear and shifts the mean alone. Division by $n$ and the limit $n\to\infty$ give the stated law $\mathrm{Var}(N_n)/n\to e^{-4}$.

The remainder dropped from $G_n$ changes the second moment by a term of order $r^{-n}$. It changes the square of the mean by a term of order $n\,r^{-n}$. Since $r$ may be taken as large as we like, the errors in (9) also fall faster than any exponential.

The exact recursion shows how quickly this happens. For five sites the variance is 0.249, while (9) gives a value lower by 0.102, so the formula is of no use there. For 10 sites the exact value is 0.2355, and it lies 0.0026 below the formula. For 20 sites the difference is $2\times10^{-9}$.

### Where the offsets come from

Close the chain into a ring of $L$ sites, with $L\ge3$. The first molecule takes one site and blocks two, and an open chain of $L-3$ sites is left:

$$N^{\rm ring}_L=1+N_{L-3}.$$

For large $L$, (9) gives the mean $1+L\theta-1=L\theta$ and the variance $Le^{-4}$. Both offsets have gone. They belong to the free ends of the open chain, where a site has one neighbour fewer that could block it.

### Why the variance is small

Imagine a chain whose sites are filled independently of each other with the same probability $\theta$. Its variance per site would be $\theta(1-\theta)=0.245$, which is 13.4 times larger. Independent filling ignores the exclusion and serves here as a yardstick.

The gaps show where the fluctuations of the jammed chain reside. On a ring each molecule is followed by one or two empty sites. Let $X$ be the number of gaps with two. Counting sites gives

$$L=2N+X,\qquad N=\frac{L-X}{2}.$$

The count can vary only through the wide gaps, and each of them changes it by half a molecule, so $\mathrm{Var}(N)=\frac14\mathrm{Var}(X)$. The mean of $X$ per site is $1-2\theta=e^{-2}=0.135$. If the number of wide gaps had a Poisson distribution, with variance equal to mean, the variance of $N$ per site would be $0.135/4=0.034$. The actual value is 0.018, since $\mathrm{Var}(X)/\mathrm E(X)=4e^{-4}/e^{-2}=4e^{-2}=0.54$. Three factors thus multiply to give 0.018. A wide gap changes the count by only half a molecule, which gives a factor $1/4$ in the variance. There are only 0.135 wide gaps per site. Their number has only 0.54 of the variance of a Poisson distribution with the same mean.

### A worked example: dimer rows on Si(100)

Take a square patch of clean Si(100)-2×1 with sides of 20 nm, at 400 K. All material values here are rough typical ones. The lattice parameter of silicon is about 0.54 nm, and the calculation uses 0.543 nm as its input. The dimers in a row are $0.543/\sqrt2=0.384$ nm apart, and the rows are twice as far apart, 0.768 nm. The molecule is taken to be 0.60 nm across and to sit centrally on one dimer.

The diameter lies between 0.384 nm and 0.768 nm. A molecule therefore blocks the next dimer on each side but not the second one, and it does not overlap a molecule in the neighbouring row. This is the model of these notes, with each row an independent chain. The patch holds 26 rows of 52 dimers. The rows are taken to end at the edge of the patch, so that nothing outside can block an end dimer.

For one row,

$$\mathrm E(N)=55\times0.43233-1=22.78,\qquad \mathrm{Var}(N)=55\times0.018316=1.007.$$

The standard deviation is 1.00 molecule. A direct simulation of 20,000 such rows gave a mean of 22.78 and a variance of 1.006. The exact distribution is narrow: the probabilities of 22, 23 and 24 molecules are 0.290, 0.385 and 0.196, together 0.87.

For the patch, means and variances of independent rows add:

$$26\times22.78=592,\qquad \sqrt{26\times1.007}=5.12.$$

In this model the jammed patch takes $592\pm5$ molecules, a relative standard deviation of 0.86 %. Independent filling of the same dimers with probability $\theta$ would give a standard deviation of 18 molecules. For long rows the density is $0.4323/(0.384\times0.768)=1.47$ molecules per nm², or $1.47\times10^{14}$ per cm².

### What the model leaves out

Each effect below is sized on its own, with the other assumptions held fixed. The percentages are changes of the variance per site relative to $e^{-4}$.

**Repulsion beyond contact.** Two molecules on second-neighbour dimers do not touch, but they may repel each other. Suppose that each molecule two dimers away raises the barrier to adsorption by 0.02 eV. With $kT=0.0345$ eV the rate there falls by the factor $e^{-0.02/0.0345}=0.56$. The recursion over the first molecule still works for a gap between two molecules, with this weight on the two end sites of the gap. The variance rises by 5 % and the coverage falls to 0.424. Molecules that face each other in adjacent rows are just as far apart. When they repel in the same way, the rows are no longer independent. A simulation of a small periodic patch then gives a rise of 10 %, with a standard error of 1.3 percentage points. The diagonal neighbours in adjacent rows, 0.859 nm away, are taken here and below not to repel at all. The result depends on this cutoff: if each of them added 0.01 eV to the barrier, the rise would be about 7 %.

**A mobile precursor.** A molecule that lands on a blocked dimer may be held weakly for a moment and slide to an open neighbour. The end dimer of an open gap then collects the arrivals of two dimers, its own and those of the blocked one beside it, and its weight is 2. If the gap has a single open dimer, the weight does not matter, since that dimer is filled in any case. The molecules pack more tightly: the coverage rises to 0.443, and the variance falls by 10 %.

**Missing dimers.** Let each dimer be absent with a small probability $q$, independently of the others. If $K$ dimers out of $L$ are missing, the row is cut into $K+1$ open chains with $L-K$ sites in total. Nearly all these chains are long when $q$ is small, so (9) applies to each:

$$\mathrm E(N\,|\,K)=(L-K+3K+3)\,\theta-(K+1)=(L+3)\,\theta-1-K(1-2\theta),$$

$$\mathrm{Var}(N\,|\,K)=(L+3+2K)\,e^{-4}.$$

The total variance is the mean of the second expression plus the variance of the first. To first order in $q$, $K$ has mean $qL$ and variance $qL$, and $(1-2\theta)^2=e^{-4}$. Per site of a long row,

$$\frac{\mathrm{Var}(N)}{L}\to e^{-4}(1+2q)+q\,e^{-4}=e^{-4}(1+3q).$$

For $q=0.02$ this is a rise of 6 %. A recursion that includes short chains gives 6.2 %.

**An unfinished exposure.** At a pressure $p$ of 0.01 Torr, molecules of mass $m=150$ u strike each dimer area $A$ at the gas-kinetic rate $pA/\sqrt{2\pi mkT}$, here about 4200 times per second. If one hit in a hundred on an open dimer reacts, an exposure of 0.2 s brings $4200\times0.01\times0.2\approx8$ reactive arrivals per dimer. Without repulsion, the coverage then falls short of jamming by $3\times10^{-5}$ per site, and the variance differs by 0.06 %.

With the repulsion assumed above, the same exposure is too short. An open dimer with four repelling neighbours, two in its own row and one in each adjacent row, fills at only $0.56^4\approx0.10$ of the free rate. It receives less than one effective arrival on average, and many such dimers stay bare. The coverage is then about 0.41, and the variance is roughly 45 % above $e^{-4}$. An exposure ten times longer gives even these dimers about eight effective arrivals and brings the rows close to jamming.

**Motion after bonding.** With a barrier of 1.8 eV and $10^{13}$ attempts per second, a bonded molecule hops or desorbs about $4\times10^{-11}$ times during the exposure. This can be neglected at 400 K. The number depends exponentially on barrier and temperature. If molecules could move or leave many times, the order of arrival would be forgotten, and (9) would no longer describe the surface.

### The model beside a real surface

The spacings of the dimers and the rows are those of the real reconstruction. The molecular diameter, the repulsion, the reaction probability and the barrier are round assumptions, not properties of a particular precursor. If the exposure is long enough to reach jamming in spite of the repulsion, the effects that matter each move the variance by 5 to 10 %, and not all in the same direction. Repulsion and missing dimers both raise it, together by about 15 %. The figure of 0.018 per site is then reasonable to within 10 to 20 % of its value, but this is an estimate and not a bound. It does not hold for an exposure of 0.2 s with the assumed repulsion, which stops well short of jamming.

The mean shifts too, and by more than the spread. With the assumed repulsion along and across the rows, the patch of the example takes about 582 molecules at jamming instead of 592, and only about 559 after 0.2 s. The standard deviation of 5 molecules therefore describes the scatter between repeated fillings, not the accuracy of the predicted count.

Clean dimer rows require a carefully prepared surface in vacuum. In atomic layer deposition the molecules may instead bond to hydroxyl groups, and on an amorphous oxide these do not form rows. Exclusion then acts in two dimensions on an irregular set of sites, and neither $\theta$ nor $e^{-4}$ can be carried over. A molecule may also break up on adsorption and place a fragment on a second dimer, or sit at one end of a dimer and not at its centre. Either would change which sites are blocked, and neither is sized here. The same holds for a molecule wider than 0.768 nm, which would block second neighbours and also reach into the next row.

Further digits of most quantities used here are in the numerical output that follows.

## Numbers as computed

```
jammed coverage theta = 0.432332 molecules per site
exp(-4) = 0.0183156 per site
from differentiated pole: mean 0.432332, variance 0.0183156 per site
independent filling, theta(1-theta) = 0.2454 per site
ratio independent/jammed variance = 13.40
n=5: variance 0.2488889, minus (n+3)exp(-4): 1.02e-01
n=10: variance 0.2355237, minus (n+3)exp(-4): -2.58e-03
n=20: variance 0.4212597, minus (n+3)exp(-4): -1.98e-09
n=30: variance 0.6044161, minus (n+3)exp(-4): -1.09e-17
8-site chain, all orders: P(3)=0.244444, P(4)=0.755556
z=1.5: y=1.02628397, rho=0.83795735, rho from growth=0.83795735
z=1.5, n=60: z*G_n*rho^(n+3) = 1.0000000000
Si lattice parameter 0.543 nm, molecule diameter 0.60 nm (rough)
dimer spacing 0.384 nm, row spacing 0.768 nm
patch side 20 nm: 52 dimers per row, 26 rows
one row: mean 22.778, variance 1.0074, sd 1.004
simulated rows (20000): mean 22.781, variance 1.0064
P(N=20) in one row = 0.0090
P(N=21) in one row = 0.0851
P(N=22) in one row = 0.2898
P(N=23) in one row = 0.3852
P(N=24) in one row = 0.1960
P(N=25) in one row = 0.0333
P(N=26) in one row = 0.0013
patch: mean 592.2, sd 5.12 molecules
patch relative sd = 0.86 %
patch sd for independent filling at theta = 18.2 molecules
areal density of long rows = 1.466 per nm2
T = 400 K, kT = 0.03447 eV, repulsion 0.02 eV, factor 0.5598
Neglected effects: coverage, variance per site, variance/exp(-4)
repulsion along row: 0.42420, 0.019258, 1.0515
repulsion along and across (simulated): 0.42428, 0.020237, 1.1049
  standard error of that variance/exp(-4) = 0.013
mobile precursor: 0.44265, 0.016538, 0.9029
missing dimers, fraction 0.02: 0.42957, 0.019444, 1.0616
first-order defect coefficient = 3.000
gas: 0.01 Torr, 150 u, reaction probability 0.01, 0.2 s
hits per dimer = 4228 per s, reactive arrivals in dose = 8.46
unfinished exposure: 0.43230, 0.018327, 1.0006
  coverage shortfall = 2.88e-05 per site
barrier 1.8 eV, attempts 1e+13 per s: 4.2e-11 moves per molecule
```
